# Unpaired-electron density of the benzyl radical in the Hückel model

## Problem

In a chloromethylated polystyrene resist, a slow electron can be captured by a side group that carries CH₂Cl. The C–Cl bond breaks, chloride leaves, and a benzyl-type radical remains:

$$
e^- + \mathrm{R{-}C_6H_4{-}CH_2Cl}\;\rightarrow\;\mathrm{R{-}C_6H_4{-}CH_2^{\bullet}}+\mathrm{Cl^-}.
$$

Replace the polymer chain R by hydrogen and treat the planar benzyl radical, C₆H₅CH₂, in the simple Hückel model. Each of the seven carbons contributes one p orbital and one pi electron. All carbons have the same site energy $\alpha$, all seven C–C bonds have the same coupling $\beta<0$, and all other couplings and all overlaps are neglected. How is the unpaired electron distributed over the carbons?

The carbons are labelled $e$ (exocyclic, the CH₂ carbon), $i$ (ipso, the ring carbon bonded to it), $o$ and $o'$ (ortho), $m$ and $m'$ (meta), and $p$ (para). The unpaired-electron density on an atom is its population of spin-up electrons minus its population of spin-down electrons, with the unpaired electron taken as spin-up.

## A tempting solution

Draw the structures in which six pi electrons form three double bonds and one carbon carries the odd electron.

- Odd electron on $e$: the intact ring has two arrangements of its double bonds, so there are 2 structures.
- Odd electron on $o$: carbon $e$ must pair with $i$, and the remaining chain $m,p,m',o'$ can be paired in one way. This gives 1 structure, and $o'$ gives 1 more.
- Odd electron on $p$: again $e$ pairs with $i$, then $o$ with $m$ and $o'$ with $m'$. This gives 1 structure.
- Odd electron on $i$ or $m$: some carbon is left without a partner, so there are none.

There are five structures. Giving them equal weight puts a density of 2/5 on the exocyclic carbon and 1/5 on each ortho and para carbon.

## Where it fails

The count correctly picks out the four carbons that carry the electron. The fault is the step from counts to probabilities: equal weights were assumed, and the Hückel equations were never used.

Those equations follow from writing an orbital as $\psi=\sum_r c_r\phi_r$, where $\phi_r$ is the p orbital on carbon $r$. Projecting the Schrödinger equation on $\phi_r$ gives

$$
\alpha c_r+\beta\sum_{s\sim r}c_s=Ec_r ,
$$

where $s\sim r$ means that $s$ is bonded to $r$. With $x=(E-\alpha)/\beta$ this becomes

$$
x\,c_r=\sum_{s\sim r}c_s .
$$

Both spins use the same orbitals in this model. The paired electrons therefore cancel in the spin difference, and the unpaired density is $c_r^2$ of the singly occupied orbital.

Suppose that this orbital vanishes on $i$, $m$ and $m'$, as the tempting answer says. The equations at the two meta carbons then read

$$
0=c_o+c_p,\qquad 0=c_{o'}+c_p ,
$$

so $c_o=c_{o'}=-c_p$. The equation at the ipso carbon reads

$$
0=c_e+c_o+c_{o'}=c_e+2c_o ,
$$

so $c_e=-2c_o$. The exocyclic density must be four times the ortho density. The tempting answer has a ratio of two, so no Hückel orbital can produce it. The counts 2:1:1:1 are in fact the ratios of the amplitudes' magnitudes, and a density requires their squares.

It remains to show that the singly occupied orbital does vanish on those three carbons.

## Solution

### The seven levels

The equations for the seven carbons are

$$
\begin{aligned}
xc_e&=c_i, & xc_i&=c_e+c_o+c_{o'},\\
xc_o&=c_i+c_m, & xc_{o'}&=c_i+c_{m'},\\
xc_m&=c_o+c_p, & xc_{m'}&=c_{o'}+c_p,\\
xc_p&=c_m+c_{m'}.
\end{aligned}
$$

Reflection in the plane that contains $e$, $i$ and $p$ and is perpendicular to the ring exchanges $o$ with $o'$ and $m$ with $m'$. The orbitals can therefore be chosen even or odd under this reflection.

An odd orbital has $c_e=c_i=c_p=0$, $c_{o'}=-c_o$ and $c_{m'}=-c_m$. What remains is

$$
xc_o=c_m,\qquad xc_m=c_o .
$$

Substituting the first into the second gives $x^2c_o=c_o$. If $c_o$ were zero, $c_m$ would vanish too and there would be no orbital. Hence $x=\pm1$.

An even orbital has $c_{o'}=c_o$ and $c_{m'}=c_m$, so that

$$
\begin{aligned}
xc_e&=c_i, & xc_i&=c_e+2c_o, & xc_o&=c_i+c_m,\\
xc_m&=c_o+c_p, & xc_p&=2c_m.
\end{aligned}
$$

If $c_e$ were zero, the first four equations would make $c_i$, $c_o$, $c_m$ and $c_p$ vanish in turn. So $c_e\neq0$, and we may set $c_e=1$ before normalizing. The same four equations then give

$$
\begin{aligned}
c_i&=x,\\
c_o&=\tfrac12(xc_i-c_e)=\tfrac12(x^2-1),\\
c_m&=xc_o-c_i=\tfrac12(x^3-x)-x=\tfrac12(x^3-3x),\\
c_p&=xc_m-c_o=\tfrac12(x^4-3x^2)-\tfrac12(x^2-1)=\tfrac12(x^4-4x^2+1).
\end{aligned}
$$

The fifth equation fixes $x$:

$$
\tfrac12(x^5-4x^3+x)=x^3-3x
\quad\Longrightarrow\quad
x\,(x^4-6x^2+7)=0 .
$$

The bracket is quadratic in $x^2$, with roots $x^2=3\pm\sqrt{9-7}=3\pm\sqrt2$. All seven levels are therefore

$$
x=\pm\sqrt{3+\sqrt2},\quad \pm\sqrt{3-\sqrt2},\quad \pm1,\quad 0,
$$

or $\pm2.1010$, $\pm1.2593$, $\pm1$ and 0.

### The singly occupied orbital

Since $E=\alpha+x\beta$ and $\beta<0$, positive $x$ means an energy below $\alpha$. Six electrons fill the three levels with $x>0$, and the seventh enters the level $x=0$. This level is nonbonding: its energy is that of an isolated p orbital.

Setting $x=0$ in the even-orbital coefficients gives

$$
c_e=1,\quad c_i=0,\quad c_o=c_{o'}=-\tfrac12,\quad c_m=c_{m'}=0,\quad c_p=\tfrac12 .
$$

The orbital does vanish on the ipso and meta carbons. The sum of squares is $1+3\times\frac14=\frac74$, so each square must be divided by $\frac74$:

$$
\boxed{\rho_e=\frac47,\qquad \rho_o=\rho_{o'}=\rho_p=\frac17,\qquad \rho_i=\rho_m=\rho_{m'}=0.}
$$

The four nonzero densities add up to one. In decimals they are 0.571 on the exocyclic carbon and 0.143 on each of the other three.

### Unpaired density and total density

The carbons with small or zero unpaired density are not short of electrons. To see this, give $e,o,o',p$ a star. Every bond joins a starred carbon to an unstarred one. Reversing the signs of the unstarred coefficients therefore turns a solution with $x$ into one with $-x$, without changing any $c_r^2$.

The squares on one atom, summed over all seven orthonormal orbitals, give one. Because the bonding and antibonding orbitals contribute equally,

$$
2\sum_{\text{bonding}}c_r^2+\rho_r=1 .
$$

The left side is also the total pi population of atom $r$: two electrons in each bonding orbital and one in the nonbonding orbital. Every carbon thus holds one pi electron in total.

If the radical captures another electron, that electron enters the same nonbonding orbital. In this model the benzyl anion has charge $-\frac47e$ on the exocyclic carbon and $-\frac17e$ on each ortho and para carbon, where $e$ here is the elementary charge.

## The energy gained by delocalization

The pi energy is $7\alpha$ plus $\beta$ times the sum of the occupied $x$ values. The nonbonding electron adds nothing to that sum:

$$
X=2\left(\sqrt{3+\sqrt2}+\sqrt{3-\sqrt2}+1\right).
$$

The square of the two roots' sum is $6+2\sqrt{9-2}=6+2\sqrt7$, so

$$
X=2\left(1+\sqrt{6+2\sqrt7}\right)=8.7206 .
$$

For comparison, uncouple the exocyclic carbon. Benzene has occupied levels $x=2,1,1$, which contribute $2(2+1+1)=8$, and the isolated p orbital contributes zero. Delocalization lowers the energy by $0.7206|\beta|$.

With a rough thermochemical value $|\beta|=0.8$ eV, this is $0.7206\times0.8=0.58$ eV, or 56 kJ/mol. It is a pi-electron contribution within the model, not a complete bond energy.

## A twisted CH₂ group

Let the exocyclic coupling be $k\beta$, with the ring couplings unchanged. For $k\neq0$ and $x=0$, the equation at $e$ gives $c_i=0$. The equations at $o$ and $o'$ then give $c_m=c_{m'}=0$, and those at $m$ and $m'$ give $c_o=c_{o'}=-c_p$. At the ipso carbon,

$$
kc_e+2c_o=0\quad\Longrightarrow\quad c_e=-\frac{2}{k}c_o .
$$

There is one such orbital. The sign-reversal argument still pairs the other six levels as $\pm x$, so the seventh electron still occupies $x=0$. Normalization requires $(4/k^2+3)c_o^2=1$, and hence

$$
\rho_e=\frac{4}{4+3k^2},\qquad
\rho_o=\rho_{o'}=\rho_p=\frac{k^2}{4+3k^2}.
$$

At $k=1$ the earlier result returns. As $k\to0$ the electron becomes confined to the exocyclic carbon. In the formal limit of large $k$, carbons $e$ and $i$ bind strongly to each other, and the odd electron is left on the remaining five-carbon chain with density 1/3 on each of $o$, $o'$ and $p$.

Rotating the CH₂ group by an angle $\theta$ about its bond to the ring leaves a component $\cos\theta$ of its p orbital parallel to the ring's p orbitals. If the coupling of the other component to the sigma bonds is neglected, $k=\cos\theta$. At 30°, $k^2=0.75$ and

$$
\rho_e=\frac{4}{4+2.25}=0.64,\qquad \rho_o=\rho_p=\frac{0.75}{6.25}=0.12 .
$$

With $|\beta|$ held at 0.8 eV, the stabilization falls from 0.58 to 0.45 eV. The loss of 0.13 eV is about four times $kT$ at 380 K, where $kT=0.0327$ eV (here $k$ is Boltzmann's constant). This figure is only a rough scale: in the PBE0/6-31G calculation described below, a rigid 30° rotation of the CH₂ group raises the total energy by 0.18 eV.

## Other corrections within the orbital model

**The polymer chain.** Suppose that a chain attached at the para carbon raises its site energy by $0.2|\beta|$, a round model value. To first order, the nonbonding level rises by $\rho_p\times0.2|\beta|=0.029|\beta|$; diagonalization gives $0.0285|\beta|$.

The densities respond more weakly. In first order the perturbation mixes in each bonding orbital and its antibonding partner with energy denominators of opposite sign. Their contributions cancel on the starred carbons and add on the unstarred ones, where the original amplitude is zero. The unpaired densities therefore change only from second order on. The total pi populations do change in first order: for this shift the para carbon loses about 0.085 electron. For the shift chosen here, the exocyclic density goes from 0.5714 to 0.5708, and the largest density on a meta or ipso carbon is only about 0.001.

**Overlap.** Let neighbouring p orbitals have a uniform overlap $s$. The sum over neighbours that defines the coupling then also appears in the overlap terms. For the nonbonding orbital this sum is zero at every atom, so its energy, coefficients and normalization do not change. The densities remain 4/7 and 1/7.

**Temperature.** With the thermochemical value of $|\beta|$, the first orbital gap is 0.8 eV. That value is not fitted to electronic excitations, so the gap is only a rough scale. At a bake temperature of 380 K its Boltzmann factor is of order $10^{-11}$, so thermal electronic excitation is negligible at this energy scale.

## Electron repulsion and negative spin density

The Hückel unpaired density is a square and cannot be negative. That restriction comes from giving both spins the same orbitals. Once electron repulsion is treated with separate orbitals for the two spins, the nominally paired electrons need not cancel at each atom.

An unrestricted PBE0/6-31G calculation shows the size of this effect. It treats free benzyl at a planar geometry with all C–C distances fixed at 1.40 Å and all C–H distances at 1.09 Å. Its natural orbital with occupation one is the counterpart of the Hückel nonbonding orbital; the pi spin population also includes the spin polarization of the other electrons.

| Carbon | Hückel density | PBE0 orbital population | PBE0 pi spin population |
|---|---:|---:|---:|
| exocyclic | 0.571 | 0.66 | 0.72 |
| ipso | 0 | 0.00 | −0.14 |
| each ortho | 0.143 | 0.11 | 0.22 |
| each meta | 0 | 0.00 | −0.12 |
| para | 0.143 | 0.12 | 0.23 |

The orbital keeps the Hückel pattern but is more concentrated on the CH₂ carbon. The spin populations differ more: ipso and meta carry negative spin, and the positive values elsewhere are larger, so that the total over the seven carbons is still one. Here the density of the singly occupied orbital and the spin density must be distinguished, although they coincide in the Hückel model.

These values are a reference at one level of theory, not a measurement. They use a small basis and an unrelaxed geometry, and the Mulliken populations in the table depend on the basis. The second decimals are not converged. With 6-31G* at the same geometry the pi spin populations move by up to 0.01 (exocyclic 0.71, ipso −0.13). With 6-31G and an unoptimized geometry whose C–C bonds alternate as is typical of benzyl (1.405, 1.426, 1.386 and 1.400 Å from the exocyclic bond to the meta–para bond), the exocyclic pi spin falls to 0.70, its orbital population falls to 0.64, and the para spin rises to 0.24. The populations also depend on how the density is divided among the atoms: in the same basis, Löwdin pi spin populations are 0.70 on the exocyclic carbon and −0.11 on the ipso carbon, instead of 0.72 and −0.14. All of these count pi orbitals only. With the sigma orbitals included, the Mulliken spin population is 0.89 on the exocyclic carbon and −0.29 on the ipso carbon, and the hydrogens together carry about −0.13. For the determinant of Kohn–Sham orbitals, $\langle S^2\rangle$ is 0.793 rather than the pure-doublet value 0.75, so this determinant has some spin contamination.

## What this says about the resist

The model describes an isolated, planar radical with equal couplings. A radical in a resist film has a polymer chain attached and neighbours that may twist its CH₂ group; the 30° used above is an illustration, not a known angle for the film. The bake temperature and $|\beta|$ are likewise rough values. For the cases computed here, the chain's inductive shift hardly changes the unpaired density, the twist raises the exocyclic density from 0.57 to 0.64, and the PBE0 calculation, which includes electron repulsion, gives an exocyclic pi spin population of about 0.7.

In each case the CH₂ carbon carries the largest share. This makes it a plausible site for joining to another radical and forming a crosslink, but density alone does not determine a reaction rate. Access to the site, motion of the chains and the energy of the new bond also matter, and none of them is in the model. Further computed values are in the numerical output below.

## Table of computed values

```
Characteristic polynomial: x*(x - 1)*(x + 1)*(x**4 - 6*x**2 + 7)
Levels x, bonding first: 2.1010 1.2593 1.0000 0.0000 -1.0000 -1.2593 -2.1010
Atom: SOMO coefficient, unpaired density, fraction, total pi density
  exo     0.7559   0.5714   4/7   1.0000
  ipso   -0.0000   0.0000   0   1.0000
  ortho  -0.3780   0.1429   1/7   1.0000
  meta   -0.0000   0.0000   0   1.0000
  para    0.3780   0.1429   1/7   1.0000
Anion charge exo, ortho, para: -0.5714, -0.1429, -0.1429 e
Pi binding energy, benzyl: 8.7206 |beta|
Pi binding energy, benzene + p orbital: 8.0000 |beta|
Stabilization: 0.7206 |beta|
Rough thermochemical |beta|: 0.80 eV
Stabilization: 0.576 eV = 55.6 kJ/mol
Twist angle: 30 degrees, k = 0.8660
  twisted density exo: 0.6400, each ortho/para: 0.1200
  twisted stabilization: 0.446 eV
Para site energy raised by 0.20 |beta|
  SOMO density exo, ipso, ortho, meta, para: 0.5708 0.0005 0.1425 0.0010 0.1418
  SOMO energy shift: 0.0285 |beta|
Overlap 0.25: exo density 0.5714, ortho 0.1429
Bake temperature: 380 K, kT = 0.0327 eV
First orbital gap: 0.80 eV, Boltzmann factor 2.5e-11
PBE0/6-31G geometry: all C-C 1.40, all C-H 1.09 angstrom
PBE0/6-31G <S^2>: 0.7929 (pure doublet 0.75)
Atom: PBE0 singly occupied natural orbital, PBE0 pi spin population
  exo      0.662    0.717
  ipso    -0.001   -0.143
  ortho    0.111    0.216
  meta     0.000   -0.115
  para     0.117    0.225
Sum of PBE0 pi spin over seven carbons: 1.0000
```
